# Energy released by steady delamination of a stressed thin film

## Problem

A metal film of thickness $h=1\ \mu\text{m}$ is bonded to a thick substrate. It carries an equal-biaxial tensile stress $\sigma=400$ MPa, uniform through its thickness. The film is isotropic and linear elastic, with biaxial modulus $M=E/(1-\nu)=197$ GPa and Poisson ratio $\nu=0.34$. Here $E$ is Young's modulus.

The film starts to detach at one of its edges. The crack front is a line along $y$ and advances along $x$. The detached part has length $a$ along $x$, and the film has width $b$ along $y$, with $b\gg h$. Treat the substrate as rigid, the strains as small and the detached film as flat. No external load acts.

(a) Find the elastic energy stored per area of bonded film.

(b) The film is a narrow strip with free sides, and $a\gg b$. Show that steady delamination releases about $0.81\ \text{J/m}^2$, averaged over the front.

(c) The film is wide, so that $h\ll a\ll b$. What does steady delamination release now?

(d) Can the average release rate at any intermediate length exceed the value in (b)?

## Hints

1. Two stress components do work while the film is loaded. Write both strains before writing the energy.
2. With no external load, the energy released per new detached area is $G=-(1/b)\,dU/da$, where $U$ is the elastic energy of the whole film.
3. In (b), ask what has changed after the front has moved by $da$, in a frame that moves with the front.
4. In (c), the bonded film still holds the detached film along one direction. Decide which stress vanishes and which strain survives.
5. In (d), compare the minimum elastic energies of a short and a long detached piece held at the same front.

## Solution

### (a) Stored energy

Strains are measured from the stress-free state of the film. The top surface is free, so $\sigma_z=0$, and Hooke's law gives

$$
\varepsilon_x=\frac{\sigma_x-\nu\sigma_y}{E}=\frac{(1-\nu)\sigma}{E}=\frac{\sigma}{M}\equiv\varepsilon_0 ,
$$

with the same result for $\varepsilon_y$. The energy density of a linear elastic body is half the sum of stress times strain. The component $\sigma_z$ is zero and contributes nothing, so

$$
w=\tfrac12\left(\sigma_x\varepsilon_x+\sigma_y\varepsilon_y\right)
=\tfrac12\left(\frac{\sigma^2}{M}+\frac{\sigma^2}{M}\right)=\frac{\sigma^2}{M}.
$$

The two equal directions cancel the factor $\tfrac12$. Multiplying by the thickness gives the energy per area,

$$
U_0=\frac{\sigma^2h}{M}.
$$

For the given film, $\varepsilon_0=400\ \text{MPa}/197\,000\ \text{MPa}=0.203\,\%$, and

$$
U_0=\frac{(4.00\times10^{8}\ \text{Pa})^2\,(1.0\times10^{-6}\ \text{m})}{1.97\times10^{11}\ \text{Pa}}
=0.812\ \text{J/m}^2 .
$$

The units agree, since $\text{Pa}\,\text{m}=\text{N/m}=\text{J/m}^2$.

### (b) Narrow strip

Cut the detached strip at some distance behind the front. The piece between the cut and the free end has no load on it, so the cut carries neither a net force nor a net moment. By Saint-Venant's principle, the stresses that the front imposes on the detached strip therefore die out over a distance of order $b$. Beyond that distance the strip is stress-free.

When $a\gg b$, the disturbed zone moves with the front and its energy stays constant. An advance $da$ thus has one net effect: a length $da$ of fully stressed strip is replaced by a length $da$ of stress-free strip. The energy changes by $dU=-U_0\,b\,da$, and

$$
G=-\frac1b\frac{dU}{da}=U_0=\frac{\sigma^2h}{M}\approx0.81\ \text{J/m}^2 .
$$

This is the required result. It is an average over the front, and the local release rate may vary along it. The argument does not use the shape of the front, provided that this shape stays the same as the front moves.

The number is the energy supplied, not the energy needed to separate the interface. Steady peeling without external load can continue only if the interface toughness, averaged over the front, does not exceed this supply.

### (c) Wide film

Now the detached piece is short compared with its width. It can contract freely along $x$, because its end is free, so $\sigma_x=0$. Along $y$ it is joined to bonded film that keeps the strain $\varepsilon_0$. Away from the two sides, the detached film must keep this strain too. It is then in uniaxial tension:

$$
\sigma_y=E\varepsilon_0=E\,\frac{(1-\nu)\sigma}{E}=(1-\nu)\sigma=264\ \text{MPa}.
$$

The energy retained per area is

$$
\tfrac12\sigma_y\varepsilon_0h=\tfrac12(1-\nu)\sigma\,\frac{\sigma}{M}\,h=\frac{1-\nu}{2}\,U_0=0.268\ \text{J/m}^2 .
$$

The release rate is the difference between the stored and the retained energy:

$$
G=U_0-\frac{1-\nu}{2}U_0=\frac{1+\nu}{2}\,U_0=0.670\times0.812\ \text{J/m}^2=0.544\ \text{J/m}^2 .
$$

Inserting $M=E/(1-\nu)$ gives the equivalent form

$$
G=\frac{(1+\nu)(1-\nu)}{2}\frac{\sigma^2h}{E}=\frac{(1-\nu^2)\sigma^2h}{2E}.
$$

Both (b) and (c) describe steady delamination. They differ in what the front leaves behind: stress-free film in (b), film still stretched along the front in (c). The figure of $0.81\ \text{J/m}^2$ therefore belongs to complete relaxation.

### (d) Between the two limits

Let $L$ be the total length of the strip and $U_{\rm res}(a)$ the elastic energy left in the detached piece. Then

$$
U=U_0\,b\,(L-a)+U_{\rm res}(a),\qquad
G=-\frac1b\frac{dU}{da}=U_0-\frac1b\frac{dU_{\rm res}}{da}.
$$

Take two detached lengths $a_1<a_2$ with the same displacements imposed at the front. In equilibrium each piece has the lowest elastic energy that these displacements allow. Now take the equilibrium displacements of the longer piece and keep only the part within $a_1$ of the front. This is an allowed state of the shorter piece, so its energy is at least $U_{\rm res}(a_1)$. It is also at most $U_{\rm res}(a_2)$, because the part left out has non-negative energy. Hence

$$
U_{\rm res}(a_1)\le U_{\rm res}(a_2),\qquad \frac{dU_{\rm res}}{da}\ge0,\qquad G\le U_0 .
$$

For a front that advances without changing its shape, the average release rate cannot exceed the value in (b). The bound concerns the average only. In the plane-stress model below, the local rate on a straight front lies below $U_0$ over most of the width and rises above it close to the free sides, so an advance that starts at the corners is not covered by it.

The transition itself needs a numerical solution. The detached piece was modelled as a flat rectangle in plane stress, with the bonded strain imposed along a straight front and its other three edges free. Finite elements gave $U_{\rm res}$ at neighbouring lengths, and the differences gave $G$:

| $a/b$ | $G/U_0$ | $G$ (J/m²) |
|---|---|---|
| 0.10 | 0.81 | 0.66 |
| 0.25 | 0.97 | 0.78 |
| 0.50 | 0.998 | 0.81 |
| 1.00 | 0.999 | 0.81 |

Extrapolating from $a/b=0.02$ and $0.04$ to zero gives $G/U_0=0.67$, the wide-film value. At the other end, the condition $a\gg b$ is more cautious than necessary: in this model the release is within 1% of complete when the detached length is half the width. The approach to $U_0$ is not quite monotonic: $G/U_0$ is about 0.999 at $a/b=0.4$ and 0.996 at $a/b=0.6$.

## How far the number holds for copper

The chosen values are plausible for a thin copper film on silicon, and $E=M(1-\nu)=130$ GPa is close to that of polycrystalline copper. A stress of 400 MPa is, however, near the yield level of a copper film of this thickness, and it may not be reachable in every texture. All results here assume elastic behaviour. With a yield stress of 400 MPa the plastic zone at the front is of order $0.1h$, and the work dissipated there adds to the apparent interface toughness. Of the departures from the model estimated here, crystal texture and temperature matter most. The effect of temperature is worked out in the first variation.

For texture, take rough cubic elastic constants $C_{11}=168$, $C_{12}=121$ and $C_{44}=75$ GPa. If all grains have a (100) plane parallel to the film, $\sigma_z=0$ requires $\varepsilon_z=-2C_{12}\varepsilon_0/C_{11}$, so

$$
M_{100}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=115\ \text{GPa}.
$$

For (111) grains, write the strain in the cube axes as $\varepsilon_0(\delta_{ij}-k/3)$, where $k$ measures the contraction along the film normal. With $B=C_{11}+2C_{12}$, each diagonal stress is $B(1-k/3)\varepsilon_0$ and each off-diagonal stress is $-\tfrac23C_{44}k\varepsilon_0$. The stress normal to the film is the diagonal value plus twice the off-diagonal value. Setting it to zero gives $k=3B/(B+4C_{44})$. The in-plane stress is the diagonal value minus the off-diagonal value, which equals $2C_{44}k\varepsilon_0$, so

$$
M_{111}=\frac{6C_{44}B}{B+4C_{44}}=260\ \text{GPa}.
$$

With the stress held at 400 MPa, full release gives $1.39\ \text{J/m}^2$ for (100) grains and $0.62\ \text{J/m}^2$ for (111) grains. The stiffer film stores less energy at a given stress.

Two smaller corrections can be estimated for a strip with $b=100\ \mu\text{m}$. Suppose that $\sigma_y$ rises linearly from zero at each free side to $\sigma$ over a width $h$.

- **Side edges.** At fixed $\varepsilon_x=\varepsilon_0$, Hooke's law gives $\sigma_x=E\varepsilon_0+\nu\sigma_y$, and the energy density becomes $\tfrac12E\varepsilon_0^2+(1-\nu^2)\sigma_y^2/(2E)$. Per area, the part that depends on $\sigma_y$ is therefore $\tfrac{1+\nu}{2}U_0(\sigma_y/\sigma)^2$. The mean of the squared ramp is $\tfrac13$, so each edge zone lacks $\tfrac23$ of this energy. With this ramp, the two zones lower the stored energy by the fraction $(2h/b)(1+\nu)/3=0.9\,\%$. This gives only the order of magnitude: on a rigid substrate the real stress recovers over a few film thicknesses, more gradually than the ramp, so the loss is larger but still of order $h/b$.
- **Substrate.** The same ramp means that a force $N=\sigma h$ per length acts on the substrate in a band of width $h$ at each side. A line force displaces the surface of an elastic half-space by $-(2N/\pi E_s')\ln r$ plus a constant, with $E_s'=E_s/(1-\nu_s^2)$. The mean of $\ln r$ is $\ln h-\tfrac32$ within a band and nearly $\ln(b-h)$ between the bands. Half the force times displacement, summed over both opposing bands, is $(2N^2/\pi E_s')\{\ln[(b-h)/h]+\tfrac32\}$ per length of strip. With rough silicon values $E_s=130$ GPa and $\nu_s=0.28$, this is about 5% of $U_0b$. It is only a rough size for the energy in the substrate, because a compliant substrate spreads the edge zones well beyond the width $h$. The ramp therefore overestimates it: solving film and substrate together in plane strain gives about 4%. Whether the total stored energy rises or falls depends on which stress is held fixed. If 400 MPa is the stress of the continuous film before the strip was cut, the mismatch strain stays fixed. The compliant substrate then lets the strip relax a little, and the total stored energy falls by a few percent.

## Variation 1: a warmer film

The film and substrate are warmed by $\Delta T=80$ K. Their expansion coefficients are roughly $\alpha_f=16.5$ and $\alpha_s=2.6$ ppm/K. What does full release give if the film stays elastic and $M$ is unchanged?

**Solution.** The stress-free film would expand more than the substrate allows, so its elastic tensile strain falls by $(\alpha_f-\alpha_s)\Delta T$. The new stress is

$$
\sigma'=\sigma-M(\alpha_f-\alpha_s)\Delta T
=400-197\,000\times13.9\times10^{-6}\times80=181\ \text{MPa}.
$$

The energy scales as the square of the stress, so full release gives $0.812\,(181/400)^2=0.17\ \text{J/m}^2$. A stress measured at room temperature therefore cannot be used unchanged for a hot film.

## Variation 2: a stress gradient

The stress varies linearly through the thickness, from $\sigma-s$ at the bottom to $\sigma+s$ at the top, with $s=100$ MPa. By how much can this raise the energy released?

**Solution.** Let $t$ run from $-1$ at the bottom to $1$ at the top. The stored energy per area is

$$
\frac{h}{2M}\int_{-1}^{1}(\sigma+st)^2dt
=\frac{h}{2M}\left(2\sigma^2+\frac{2s^2}{3}\right)
=U_0\left(1+\frac{s^2}{3\sigma^2}\right).
$$

The term linear in $t$ integrates to zero. The increase is $100^2/(3\times400^2)=2.1\,\%$. This is an upper limit for the extra release, because the detached film must curl to free this part of the energy. A film that is kept flat retains all of it, and a film that can curl about one axis only retains a part.

Numerical values quoted here were computed with a short program.
